# Thermal dispersion free energies of two atoms and of an atom near a mirror: test program

```python
"""
Finite-temperature dispersion free energies (hbar = 1, Gaussian-type units):
 pair: F = -(2 T/R^6) sum' aA aB exp(-2x) (3+6x+5x^2+2x^3+x^4), x = xi R/c
 wall: F = -(T/(2 z^3)) sum' a exp(-2y) (1+2y+2y^2),            y = xi z/c
T is kT as an energy, xi = 2 pi n T, n = 0,1,2,..., the prime halves n = 0,
a = a(i xi) is the polarizability volume, the wall is a perfect conductor.
Far beyond c/T: pair -> -3 T aA aB/R^6 and wall -> -T a/(4 z^3).
"""
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn


def pair_kernel(x):
    return np.exp(-2*x)*(3 + 6*x + 5*x**2 + 2*x**3 + x**4)


def wall_kernel(y):
    return np.exp(-2*y)*(1 + 2*y + 2*y**2)


def matsubara(distance, T, c):
    count = int(45*c/(4*np.pi*T*distance)) + 3
    xi = 2*np.pi*T*np.arange(count)
    weight = np.ones(count)
    weight[0] = 0.5
    return xi, weight


def pair_free_energy(R, T, c, alpha):
    xi, w = matsubara(R, T, c)
    return -2*T/R**6*np.sum(w*alpha(xi)**2*pair_kernel(xi*R/c))


def wall_free_energy(z, T, c, alpha):
    xi, w = matsubara(z, T, c)
    return -T/(2*z**3)*np.sum(w*alpha(xi)*wall_kernel(xi*z/c))


def static_alpha(xi):
    return np.ones_like(xi)


def green_components(R, kappa):
    """Field of a unit dipole along and across the separation."""
    x = kappa*R
    e = np.exp(-x)/R**3
    return 2*(1 + x)*e, -(1 + x + x*x)*e


def green_tensor(vector, kappa):
    R = np.linalg.norm(vector)
    u = np.outer(vector, vector)/R**2
    along, across = green_components(R, kappa)
    return along*u + across*(np.eye(3) - u)


# Test: free energy from true normal modes of two oscillators coupled to each
# other and, through velocities, to three field modes, against the
# Matsubara sum with the field modes eliminated.
T_model = 0.4
w_atom = np.array([1.0, 1.4])
w_field = np.array([0.6, 1.3, 2.1])
g = np.array([[0.30, 0.20, -0.25], [0.15, -0.30, 0.20]])
v = 0.2
hessian = np.zeros((10, 10))
hessian[:2, :2] = np.diag(w_atom**2) + v*np.array([[0, 1], [1, 0]])
hessian[2:5, 2:5] = np.diag(w_field**2) + g.T @ g
hessian[5:, 5:] = np.eye(5)
hessian[5:7, 2:5] = -g
hessian[2:5, 5:7] = -g.T
symplectic = np.block([[np.zeros((5, 5)), np.eye(5)],
                       [-np.eye(5), np.zeros((5, 5))]])
eig = np.linalg.eigvals(symplectic @ hessian)
modes = eig.imag[eig.imag > 0]
assert len(modes) == 5 and np.max(np.abs(eig.real)) < 1e-10


def mode_free_energy(w):
    return T_model*np.sum(np.log(2*np.sinh(w/(2*T_model))))


shift_modes = (mode_free_energy(modes) - mode_free_energy(w_atom)
               - mode_free_energy(w_field))
N = 200000
xi = 2*np.pi*T_model*np.arange(N + 1)
prime = np.ones(N + 1)
prime[0] = 0.5


def field_part(a, b):
    return sum(g[a, k]*g[b, k]*xi**2/(w_field[k]**2 + xi**2)
               for k in range(3))


d11 = w_atom[0]**2 + xi**2 + field_part(0, 0)
d22 = w_atom[1]**2 + xi**2 + field_part(1, 1)
d12 = v + field_part(0, 1)
bare = (w_atom[0]**2 + xi**2)*(w_atom[1]**2 + xi**2)
shift_sum = T_model*np.sum(prime*np.log((d11*d22 - d12**2)/bare))
# remainder of the slowly converging 1/n^2 tail
shift_sum += np.sum(g**2)/(4*np.pi**2*T_model*(N + 0.5))
assert abs(shift_sum - shift_modes) < 1e-8

# Test: two-level (non-harmonic) atoms, exact diagonalization against the
# leading-order sum over their thermal dipole correlation functions.
gap = np.array([1.0, 1.5])
sx = np.array([[0., 1.], [1., 0.]])
sz = np.diag([1., -1.])
one = np.eye(2)
h0 = gap[0]/2*np.kron(sz, one) + gap[1]/2*np.kron(one, sz)
v2 = 1e-3


def level_free_energy(h):
    return -T_model*np.log(np.sum(np.exp(-np.linalg.eigvalsh(h)/T_model)))


exact_shift = level_free_energy(h0 + v2*np.kron(sx, sx)) - level_free_energy(h0)
response = [2*d*np.tanh(d/(2*T_model))/(d*d + xi**2) for d in gap]
second_order = -T_model*v2**2*np.sum(prime*response[0]*response[1])
assert abs(second_order/exact_shift - 1) < 1e-4

# Test: Coulomb plus transverse-photon mode integral against the closed G.
# A Gaussian source of width s multiplies the outside field by exp(kappa^2 s^2).
kappa, s = 1.3, 0.1
k = np.linspace(0, 80, 40001)[1:]
dk = k[1] - k[0]
j0 = spherical_jn(0, k)
mu2 = j0 - 2*spherical_jn(1, k)/k
transverse = kappa**2/(k**2 + kappa**2)
for part, closed in zip((mu2, (j0 - mu2)/2), green_components(1.0, kappa)):
    integrand = k**2*np.exp(-(k*s)**2)*(part + transverse*(j0 - part))
    numeric = -2/np.pi*np.sum(integrand)*dk*np.exp(-(kappa*s)**2)
    assert abs(numeric - closed) < 1e-7

# Test: image dipole gives zero tangential field on the wall, and its field
# at the atom has the trace used in the wall formula.
height = 0.8
atom = np.array([0, 0, height])
mirror = np.diag([-1., -1., 1.])
dipole = np.array([0.3, -0.7, 0.5])
for point in ([0.4, 0.9, 0.0], [-1.2, 0.1, 0.0]):
    point = np.array(point)
    field = (green_tensor(point - atom, kappa) @ dipole
             + green_tensor(point + atom, kappa) @ mirror @ dipole)
    assert np.max(np.abs(field[:2])) < 1e-12 and abs(field[2]) > 1e-3
image_trace = np.trace(green_tensor(2*atom, kappa) @ mirror)
assert abs(image_trace - wall_kernel(kappa*height)/(2*height**3)) < 1e-12

# Test: real frequencies. Zero-point law plus Planck photons must equal the
# Matsubara sum (T = c = alpha = 1, so lengths are in thermal wavelengths).
node, wt = np.polynomial.legendre.leggauss(400)
omega = 22.5*(node + 1)
domega = 22.5*wt
planck = 1/np.expm1(omega)
mu, wmu = np.polynomial.legendre.leggauss(100)
mu, wmu = (mu + 1)/2, wmu/2


def wall_parts(z):
    # standing waves at a mirror: E^2 changes by -int mu^2 cos(2 omega mu z)
    h = np.cos(2*z*np.outer(omega, mu)) @ (wmu*mu**2)
    return -3/(8*np.pi*z**4), 2/np.pi*np.sum(domega*omega**3*planck*h)


def pair_parts(R):
    along, across = green_components(R, -1j*omega)
    spectrum = np.imag(along**2 + 2*across**2)
    return (-23/(4*np.pi*R**7),
            -np.sum(domega*planck*spectrum)/np.pi)


for d in (0.3, 0.7, 1.0, 1.5):
    w_ref = wall_free_energy(d, 1.0, 1.0, static_alpha)
    p_ref = pair_free_energy(d, 1.0, 1.0, static_alpha)
    assert abs(sum(wall_parts(d))/w_ref - 1) < 1e-8
    assert abs(sum(pair_parts(d))/p_ref - 1) < 1e-8
assert abs(sum(wall_parts(1.5))/(-1/(4*1.5**3)) - 1) < 1e-5
assert abs(sum(pair_parts(1.5))/(-3/1.5**6) - 1) < 1e-4

# Test: Boltzmann quadrature for classical dipoles with static coupling.
q = np.linspace(-9, 9, 181)
gauss = np.exp(-q**2/2)
a = 0.02  # alpha/R^3
pair_classical = 0.0
for coupling in (2*a, -a, -a):
    boltz = gauss[:, None]*gauss*np.exp(coupling*np.outer(q, q))
    pair_classical -= np.log(np.sum(boltz)/np.sum(gauss)**2)
assert abs(pair_classical/(-3*a**2) - 1) < 1e-3
b = 1e-3  # alpha/(2z)^3
wall_classical = -sum(np.log(np.sum(gauss*np.exp(f*q**2/2))/np.sum(gauss))
                      for f in (b, b, 2*b))
assert abs(wall_classical/(-8*b/4) - 1) < 1e-3

# Worked example: one-oscillator model atom, atomic units.
c = 1/pc['fine-structure constant'][0]
kelvin = pc['kelvin-hartree relationship'][0]
micron = 1e-6/pc['Bohr radius'][0]
hertz = pc['hartree-hertz relationship'][0]
T_kelvin, alpha0, omega0 = 300.0, 100.0, 0.1
T = T_kelvin*kelvin
lam = c/T


def model_alpha(x):
    return alpha0*omega0**2/(omega0**2 + x**2)


def wall(z, temp=T):
    return wall_free_energy(z, temp, c, model_alpha)


def pair(R, temp=T):
    return pair_free_energy(R, temp, c, model_alpha)


def wall_zero(z):
    f = quad(lambda y: model_alpha(y*c/z)*wall_kernel(y), 0, 30,
             epsabs=0, epsrel=1e-10, limit=200)[0]
    return -c*f/(4*np.pi*z**4)


def pair_zero(R):
    f = quad(lambda x: model_alpha(x*c/R)**2*pair_kernel(x), 0, 30,
             epsabs=0, epsrel=1e-10, limit=200)[0]
    return -c*f/(np.pi*R**7)


def wall_law(z):
    return -T*alpha0/(4*z**3)


def pair_law(R):
    return -3*T*alpha0**2/R**6


# Test: short-distance limits of the formulas (London and its wall analogue).
assert abs(pair(1.0)/(-0.75*alpha0**2*omega0) - 1) < 1e-4
assert abs(wall(1.0)/(-alpha0*omega0/8) - 1) < 1e-3


def energy_fraction(F, d):
    h = 1e-3
    slope = (F(d, T*(1 + h)) - F(d, T*(1 - h)))/(2*h)
    return 1 - slope/F(d)


# Test: internal energy carries the near interaction, entropy the far one.
for F in (wall, pair):
    assert energy_fraction(F, 0.1*lam) > 0.9
    assert abs(energy_fraction(F, 1.5*lam)) < 1e-3

print(f"temperature = {T_kelvin:.0f} K; kT = {T:.6e} hartree")
print(f"static polarizability = {alpha0:.0f} a.u.")
print(f"oscillator frequency = {omega0:.2f} hartree")
print(f"kT/omega0 = {T/omega0:.5f}")
print(f"speed of light = {c:.4f} a.u.")
print(f"thermal wavelength c/kT = {lam/micron:.4f} micrometre")
print(f"first Matsubara frequency = {2*np.pi*T:.6e} hartree")
print(f"alpha(i xi_1)/alpha(0) = {model_alpha(2*np.pi*T)/alpha0:.5f}")
print("Columns: distance (micrometre), F (hartree),")
print("         F/classical law, F/zero-temperature value")
for name, F, law, zero in (("wall", wall, wall_law, wall_zero),
                           ("pair", pair, pair_law, pair_zero)):
    for d in (0.1, 1.0, 3.0, 5.0, 7.0, 10.0):
        L = d*micron
        print(f"{name} {d:5.1f} {F(L):.4e} {F(L)/law(L):.5f} "
              f"{F(L)/zero(L):.5f}")
for name, F, law in (("wall", wall, wall_law), ("pair", pair, pair_law)):
    one_percent = brentq(lambda r: F(r*lam)/law(r*lam) - 1.01, 0.3, 2)
    print(f"{name}: classical law within 1% from {one_percent:.4f} c/kT"
          f" = {one_percent*lam/micron:.3f} micrometre")
    print(f"{name}: F/classical - 1 at c/kT = {F(lam)/law(lam)-1:.3e}")
    print(f"{name}: internal energy/F at 0.1 c/kT = "
          f"{energy_fraction(F, 0.1*lam):.5f}")
    print(f"{name}: internal energy/F at c/kT = "
          f"{energy_fraction(F, lam):.3e}")
wall_cross = brentq(lambda r: 3/(8*np.pi*r**4) - 1/(4*r**3), 0.1, 2)
pair_cross = brentq(lambda r: 23/(4*np.pi*r**7) - 3/r**6, 0.1, 2)
print(f"wall: Casimir-Polder = classical at {wall_cross:.4f} c/kT")
print(f"pair: Casimir-Polder = classical at {pair_cross:.4f} c/kT")
print("Static-alpha split at distance c/kT: zero-point, photons, total")
wp, pp = wall_parts(1.0), pair_parts(1.0)
print(f"wall (kT alpha/z^3): {wp[0]:.6f} {wp[1]:.6f} {sum(wp):.6f}")
print(f"pair (kT alpha^2/R^6): {pp[0]:.6f} {pp[1]:.6f} {sum(pp):.6f}")
print(f"wall F at c/kT = {wall(lam):.4e} hartree"
      f" = {wall(lam)*hertz:.4e} Hz times h")
print(f"pair F at c/kT = {pair(lam):.4e} hartree"
      f" = {pair(lam)*hertz:.4e} Hz times h")
print(f"mode test: shift from modes {shift_modes:.8f}, "
      f"from sum {shift_sum:.8f} (model units)")
print("verified")
```

Printed output:

```
temperature = 300 K; kT = 9.500435e-04 hartree
static polarizability = 100 a.u.
oscillator frequency = 0.10 hartree
kT/omega0 = 0.00950
speed of light = 137.0360 a.u.
thermal wavelength c/kT = 7.6329 micrometre
first Matsubara frequency = 5.969299e-03 hartree
alpha(i xi_1)/alpha(0) = 0.99645
Columns: distance (micrometre), F (hartree),
         F/classical law, F/zero-temperature value
wall   0.1 -8.8690e-11 25.19927 1.00000
wall   1.0 -1.2689e-14 3.60519 0.99770
wall   3.0 -1.6489e-16 1.26497 1.04229
wall   5.0 -2.8801e-17 1.02288 1.40383
wall   7.0 -1.0277e-17 1.00156 1.92405
wall  10.0 -3.5196e-18 1.00002 2.74419
pair   0.1 -1.3234e-17 21.14564 1.00000
pair   1.0 -2.8351e-24 4.52999 1.00022
pair   3.0 -1.3582e-27 1.58202 1.02248
pair   5.0 -4.3867e-29 1.09518 1.17728
pair   7.0 -5.3784e-30 1.01105 1.52070
pair  10.0 -6.2603e-31 1.00029 2.14864
wall: classical law within 1% from 0.7377 c/kT = 5.631 micrometre
wall: F/classical - 1 at c/kT = 6.430e-04
wall: internal energy/F at 0.1 c/kT = 1.00330
wall: internal energy/F at c/kT = 6.896e-03
pair: classical law within 1% from 0.9285 c/kT = 7.087 micrometre
pair: F/classical - 1 at c/kT = 5.293e-03
pair: internal energy/F at 0.1 c/kT = 0.99971
pair: internal energy/F at c/kT = 4.751e-02
wall: Casimir-Polder = classical at 0.4775 c/kT
pair: Casimir-Polder = classical at 0.6101 c/kT
Static-alpha split at distance c/kT: zero-point, photons, total
wall (kT alpha/z^3): -0.119366 -0.130795 -0.250161
pair (kT alpha^2/R^6): -1.830282 -1.185710 -3.015992
wall F at c/kT = -7.9193e-18 hartree = -5.2107e-02 Hz times h
pair F at c/kT = -3.1813e-30 hartree = -2.0932e-14 Hz times h
mode test: shift from modes 0.02272884, from sum 0.02272884 (model units)
verified
```
